# Low-energy ion spectrum of a uniform-density, current-driven sheath that just collapses

## The situation

A biased wafer in a plasma is struck by ions that have fallen through the sheath in front of it. If the bias varies slowly compared with an ion's flight time, each ion records the sheath voltage at its moment of arrival. The energy spectrum is then a record of how long the voltage spends near each value, and an extremum of the voltage produces a peak.

An ordinary quadratic minimum gives an inverse-square-root peak. The minimum treated here is flatter: a sinusoidal displacement current moves the electron edge of a uniform-density sheath, and the edge just touches the wall once per period. The voltage then rises as the fourth power of time, and the spectrum diverges as $E^{-3/4}$.

## Model and conventions

Gaussian units are used, with $e>0$. The wall is at $x=0$ and the plasma lies at larger $x$. Singly charged ions of mass $M$ have a prescribed uniform density $n$. Electrons are absent for $x<s(t)$ and neutralize the ions for $x>s(t)$.

Ions approach the edge at speed $u$ and at a constant rate. The symbol $E$ denotes the energy gained inside the sheath; the impact energy is $E+W$, with $W=Mu^2/2$. Collisions are omitted.

"Current-driven" means here that the displacement current is prescribed. Uniform density is also a prescription: a steady flux of accelerating ions would thin out towards the wall. Both points are examined below.

## From current to sheath energy

Within the sheath, Poisson's equation is $dE_x/dx=4\pi en$, with $E_x(s)=0$. Integration from $x$ to $s$ gives
$$E_x(x)=-4\pi en(s-x).$$
The field pushes ions towards the wall. Counting current towards the wall as positive, the displacement current at the wall is
$$J_d=-\frac{1}{4\pi}\frac{\partial E_x(0,t)}{\partial t}=en\frac{ds}{dt}.$$
Set $J_d=J_0\sin\omega t$ and $s(0)=0$. Then
$$s(t)=\frac{J_0}{en}\int_0^t\sin\omega t'\,dt'=s_0(1-\cos\omega t),\qquad s_0=\frac{J_0}{en\omega}.$$
The condition $s(0)=0$ states that the edge just touches the wall. It is a separate assumption: the current fixes the stroke $2s_0$, but not the smallest thickness.

An ion crossing the sheath at fixed $s$ gains
$$E=e\int_0^s4\pi en(s-x)\,dx=2\pi ne^2s^2.$$
With $\theta=\omega t$ and $1-\cos\theta=2\sin^2(\theta/2)$,
$$E(\theta)=E_m\sin^4(\theta/2),\qquad E_m=8\pi ne^2s_0^2.$$

## The spectrum

In the slow-bias limit, arrivals are uniformly distributed in phase. Over $-\pi<\theta<\pi$, the gain is below $E$ when
$$|\theta|<2\arcsin\left[(E/E_m)^{1/4}\right].$$
This interval has twice that length. Dividing by $2\pi$ gives the fraction of ions with gain below $E$:
$$F(E)=\frac{2}{\pi}\arcsin q,\qquad q=(E/E_m)^{1/4}.$$
For the derivative,
$$\frac{dq}{dE}=\frac{1}{4}E^{-3/4}E_m^{-1/4},\qquad \frac{dF}{dq}=\frac{2}{\pi\sqrt{1-q^2}}.$$
Their product is the normalized spectrum,
$$\boxed{f(E)=\frac{E^{-3/4}E_m^{-1/4}}{2\pi\sqrt{1-\sqrt{E/E_m}}}},\qquad 0<E<E_m.$$
As $E\to0$ the square root tends to one, so
$$f(E)\simeq\frac{1}{2\pi}E^{-3/4}E_m^{-1/4}.$$
The divergence is integrable, since $F\simeq(2/\pi)(E/E_m)^{1/4}$ tends to zero.

The origin of the exponent is visible near collapse. There $s\simeq s_0\omega^2t^2/2$, and $E\propto s^2\propto t^4$. Thus $|t|\propto E^{1/4}$ and $|dt/dE|\propto E^{-3/4}$. The fourth power is a square of a square: one square comes from the smooth turning point of the edge, the other from the quadratic voltage law. Both are needed.

At the upper end, put $E/E_m=1-y$ with $y\ll1$. Then $1-\sqrt{1-y}\simeq y/2$, and
$$f(E)\simeq\frac{1}{\pi\sqrt{2E_m(E_m-E)}}.$$
This end does have an inverse-square-root peak, because the voltage has an ordinary quadratic maximum.

The mean follows from $\sin^4(\theta/2)=(3-4\cos\theta+\cos2\theta)/8$, whose phase average is $3/8$. Hence $\langle E\rangle=3E_m/8$.

For comparison, keep $E_m$ fixed but prescribe a sinusoidal voltage, $E=E_m\sin^2(\theta/2)$. The same counting gives
$$F_V=\frac{2}{\pi}\arcsin\sqrt{E/E_m},\qquad f_V=\frac{1}{\pi\sqrt{E(E_m-E)}}.$$
Its low-energy exponent is $-1/2$ and its mean is $E_m/2$.

## Using the result numerically

A point value of $f$ is a poor estimate for a bin near zero. The probability of a bin from $E_a$ to $E_b$ is $F(E_b)-F(E_a)$, which is finite even for $E_a=0$. To draw random gains, set $F=R$ with $R$ uniform between zero and one and invert:
$$E=E_m\sin^4(\pi R/2).$$

A fitted power also depends on the fitting range. With $x=E/E_m$, $\ln f$ contains $-\frac34\ln x-\frac12\ln(1-\sqrt x)$, so the local exponent is
$$\frac{d\ln f}{d\ln x}=-\frac34+\frac{\sqrt x}{4(1-\sqrt x)}.$$
At $x=0.1$ it is already $-0.634$. For it to lie within $0.05$ of $-3/4$, one needs $\sqrt x\le1/6$, or $E\le E_m/36$.

## Do moving ions preserve the exponent?

The slow-bias limit holds if the transit takes a small part of the period and the edge moves slowly compared with the entering ions:
$$\omega\tau\ll1,\qquad \omega s_0\ll u.$$
For a fixed edge, let $z=s-x$ be the depth of the ion in the sheath. Its equation of motion is
$$\ddot z=\omega_i^2z,\qquad \omega_i^2=\frac{4\pi ne^2}{M}.$$
With $z(0)=0$ and $\dot z(0)=u$, the solution is $z=(u/\omega_i)\sinh\omega_it$. Setting $z=s$ at the wall gives
$$\tau=\frac{1}{\omega_i}\operatorname{arcsinh}\frac{\omega_is}{u}.$$

The low-energy law survives under the weaker condition $u>\omega s_0$. The greatest edge speed is $\omega s_0$, while an ion in the sheath moves inward at least at speed $u$. The edge therefore cannot overtake it, and each ion enters once.

Consider an ion entering at time $t$ close to collapse.

1. The thickness is of order $t^2$, so the transit time, at most $s/u$, is also of order $t^2$.
2. The edge speed is of order $t$. During transit the thickness changes by order $t^3$, which is a relative change of order $t$.
3. The work done on the ion is therefore $2\pi ne^2s^2[1+O(t)]$.
4. Acceleration changes the arrival time by at most order $t^2$. The end points of the interval of arrivals with gain below $E$ shift by a relative amount of order $t$.

Since $t\to0$ as $E\to0$, both the exponent and the coefficient of $F\simeq(2/\pi)(E/E_m)^{1/4}$ are unchanged. At higher energies the finite transit time does alter the distribution.

## A sheath that does not quite collapse

Let the smallest thickness be $s_r$, with the stroke held fixed:
$$s=s_r+\sigma,\qquad \sigma=s_0(1-\cos\theta).$$
Keep $E_m=8\pi ne^2s_0^2$ as the energy scale of the stroke; it is no longer the peak energy. The lower edge of the spectrum is $E_{\min}=2\pi ne^2s_r^2$, and
$$E-E_{\min}=\frac{E_m}{4s_0^2}(2s_r\sigma+\sigma^2).$$
Close to the minimum $\sigma\simeq s_0\theta^2/2\ll s_r$. The first term dominates and gives
$$E-E_{\min}\simeq\frac{E_ms_r}{4s_0}\theta^2.$$
The fraction below $E$ is $|\theta|/\pi$, so
$$F\simeq\frac{2}{\pi}\sqrt{\frac{(E-E_{\min})s_0}{E_ms_r}}.$$
Any residual thickness thus restores an inverse-square-root edge. The $-3/4$ law remains as an intermediate range, $E_{\min}\ll E-E_{\min}\ll E_m$, if such a range exists.

## The conduction current

The ion conduction current is $J_i=enu$. Since $J_0=en\omega s_0$,
$$\frac{J_i}{J_0}=\frac{u}{\omega s_0}.$$
The slow-edge condition therefore makes the conduction current larger than the displacement current. To realize the assumed edge motion, the source must supply a total current $J_0\sin\omega t+J_i-J_e$, where $J_e$ is the magnitude of the electron current. A sinusoidal generator current is a different drive.

Suppose instead that the total current is $J_A\sin\theta$, and that electrons reach the wall only while the sheath is closed. While it is open,
$$en\omega\frac{ds}{d\theta}=J_A\sin\theta-J_i.$$
Opening occurs at $\theta_1$, where $\sin\theta_1=r=J_i/J_A$ and $\cos\theta_1>0$. Integration gives
$$s=\frac{J_A}{en\omega}\left[\cos\theta_1-\cos\theta-r(\theta-\theta_1)\right].$$
The slope vanishes at opening, so $s\propto(\theta-\theta_1)^2$ there. At closing the slope is finite and $s$ is linear in the remaining phase.

If ions gain the instantaneous energy, the opening contributes $E^{-3/4}$, the closing contributes $E^{-1/2}$, and the closed interval puts a spike at zero gain. The closing result describes the waveform; it carries over to real ion motion only if the ions can follow the edge.

## Depletion of the ion density

For a steady flux, energy conservation gives the ion speed $u\sqrt{1+\psi/W}$ after a gain $\psi$. The density is then $n/\sqrt{1+\psi/W}$. With $z$ measured from the edge towards the wall and electrons still omitted,
$$\frac{d^2\psi}{dz^2}=\frac{4\pi ne^2}{\sqrt{1+\psi/W}}.$$
Multiply by $d\psi/dz$ and integrate from the edge, where $\psi$ and its slope vanish:
$$\left(\frac{d\psi}{dz}\right)^2=16\pi ne^2W\left[\sqrt{1+\psi/W}-1\right].$$
The sheath charge per area is $Q=(d\psi/dz)_{\rm wall}/(4\pi e)$. Hence
$$Q^2=\frac{nW}{\pi}g(E),\qquad g(E)=\sqrt{1+E/W}-1.$$
Now suppose that the bias is slow enough for this steady profile to hold at every moment. A sinusoidal displacement current makes $Q\propto\sin^2(\theta/2)$, so at peak gain $E_m$
$$F=\frac{2}{\pi}\arcsin\left[\left(\frac{g(E)}{g(E_m)}\right)^{1/4}\right].$$
For $E\ll W$, $g\simeq E/(2W)$ and the exponent $-3/4$ returns. Above $W$, $g$ grows more slowly than $E$, and the low-energy part of the spectrum is steeper than in the uniform model.

## Worked example: a 400 kHz wafer bias

The parameters are rough typical values for a high-density argon etcher: $n=10^{11}\ \mathrm{cm^{-3}}$, electron temperature $T_e=3$ eV (as an energy), and peak sheath energy $E_m=200$ eV. The entrance speed is taken as $u=\sqrt{T_e/M}=2.69$ km/s, so $W=T_e/2=1.5$ eV.

The voltage law gives a full thickness $2s_0=0.470$ mm. The displacement-current amplitude is $0.947\ \mathrm{mA/cm^2}$. The transit time at full thickness is $47.5$ ns, or $0.119$ rad of bias phase, and $u/(\omega s_0)=4.56$. The transit condition is well met, the edge-speed condition only moderately. A uniform ion stream crosses the moving edge at a rate proportional to $u+ds/dt$, and the arrival rate at the wall varies between about 0.81 and 1.18 of its mean. This modulation is nearly odd in phase about the collapse, while the interval of phases with gain below $E$ is nearly symmetric, so it largely cancels in $F$.

At $E=1$ eV, $E/E_m=0.005$ and $q=0.266$. Thus
$$F=\frac{2}{\pi}\arcsin(0.266)=0.171.$$
The leading power law gives $f\simeq0.266/(2\pi)=0.0423$ per eV. Dividing by $\sqrt{1-0.0707}=0.964$ gives $0.0439$ per eV.

The fractions below three energies, at the same $E_m$, are:

| $E$ (eV) | Current drive | Moving ions | Sinusoidal voltage |
|---:|---:|---:|---:|
| 0.1 | 0.096 | 0.096 | 0.014 |
| 1 | 0.171 | 0.171 | 0.045 |
| 10 | 0.314 | 0.313 | 0.144 |

The current-driven sheath puts nearly four times as many ions below 1 eV as the sinusoidal voltage does. Its mean gain is 75 eV instead of 100 eV.

The moving-ion column follows a stream of ions, uniform in the frame of the wall, through the oscillating uniform-density sheath. Between $E/E_m=10^{-6}$ and $10^{-4}$, their cumulative fraction implies a spectral exponent of $-0.7497$. The largest absolute difference from the slow-limit $F$ is $0.0095$ at 400 kHz; it lies at the top of the spectrum, where the highest gain is 199.9 eV instead of 200 eV. It falls to $0.0009$ at 40 kHz with $n$, $u$ and $s_0$ held fixed.

## How far the example is from a real etcher

The largest conflict is electrical. The ion current is $4.31\ \mathrm{mA/cm^2}$, or 4.56 times the assumed displacement amplitude. With a sinusoidal total current, reaching the same 200 eV peak would take an amplitude of $6.13\ \mathrm{mA/cm^2}$, and the model sheath would be closed for 61% of the period. Its closing edge would move at 1.09 times the entrance speed, so the ions could not follow that edge in the manner assumed above.

The density is not uniform either. In a steady sheath at the peak voltage, flux conservation would reduce it at the wall to 8.6% of its entrance value. The effect on the spectrum can be estimated in the slow-bias limit, where the steady profile holds at every moment. If the displacement current stays sinusoidal, its amplitude must be reduced to about 0.40 of the uniform-model value to keep the peak energy at 200 eV, because the depleted sheath holds less charge. The fraction below 10 eV then rises from 0.31 to 0.44. At 20 eV the local exponent changes from $-0.63$ to $-0.77$. The latter is close to $-3/4$ by coincidence of range: 20 eV is far above $W$, where the limiting law no longer applies. These figures are not predictions for 400 kHz. The depleted sheath is thicker than the uniform one, and at that frequency its edge would move at up to about half the entrance speed. The ion flux into the sheath would then vary strongly during the period, so the steady profile does not hold. A quantitative spectrum then requires following the ions and their density together.

At the lowest energies the sharp electron edge fails. The model thickness at 1 eV is $0.033$ mm, less than the Debye length of $0.041$ mm. An illustrative residual energy of 3 eV corresponds to a thickness of $0.058$ mm and leaves little room for the range $E_{\min}\ll E-E_{\min}\ll E_m$. A wafer that draws no net current can have a larger residual, because the voltage must hold back most of the electrons even at its minimum. Even in the ideal model, an analyser that measures impact energy would show the divergence at 1.5 eV, not at zero.

Collisions are a smaller correction at 10 mTorr and 300 K. A rough cross-section of $10^{-14}\ \mathrm{cm^2}$ gives a mean free path of 3.1 mm and a 14% collision chance across the full thickness of the uniform model. The chance is higher in the thicker, depleted sheath.

The $E^{-3/4}$ law is therefore a sound limit for checking a uniform-density sheath code with a prescribed sinusoidal displacement current, provided that the edge just touches the wall and moves more slowly than the entering ions. For this etcher it is not a quantitative prediction of the lowest few electronvolts. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Ion density: 1.00e+11 cm^-3
Electron temperature: 3.0 eV
Bias frequency: 400 kHz
Argon mass: 39.948 u
Peak sheath energy Em: 200.0 eV
Maximum thickness 2*s0: 0.4702 mm
Edge amplitude s0: 0.2351 mm
Displacement current amplitude J0: 0.947 mA/cm^2
Ion conduction current Ji: 4.313 mA/cm^2
Entrance speed u: 2.692 km/s
Speed ratio u/(omega*s0) = Ji/J0: 4.556
Ion plasma frequency / bias frequency: 26.30
Static transit time at full width: 47.52 ns
Bias phase during that transit: 0.1194 rad
Mean energy gain: 75.00 eV
Sinusoidal-voltage mean: 100.00 eV
E=0.1 eV: spectrum 0.240698 per eV
  fraction below, slow current drive: 0.0956
  fraction below, sine voltage: 0.0142
  fraction below, moving ions: 0.0955
E=1 eV: spectrum 0.043902 per eV
  fraction below, slow current drive: 0.1713
  fraction below, sine voltage: 0.0451
  fraction below, moving ions: 0.1712
E=10 eV: spectrum 0.008541 per eV
  fraction below, slow current drive: 0.3136
  fraction below, sine voltage: 0.1436
  fraction below, moving ions: 0.3126
E=100 eV: spectrum 0.002473 per eV
  fraction below, slow current drive: 0.6359
  fraction below, sine voltage: 0.5000
  fraction below, moving ions: 0.6334
Moving-ion low-energy exponent: -0.7497
Moving-ion highest gain: 199.91 eV
Largest cumulative error at 400 kHz: 0.0095
Largest cumulative error at 40 kHz: 0.0009
Entrance energy omitted from E: 1.50 eV
Debye length: 0.0407 mm
Model thickness at 1 eV: 0.0332 mm
Illustrative residual energy: 3.00 eV
Residual thickness for it: 0.0576 mm
Total-current amplitude for same Em: 6.129 mA/cm^2
Closed fraction with that total current: 0.6136
Its closing edge speed / entrance speed: 1.0946
Flux-conserving wall density / entrance density: 0.0863
Depleted-sheath exponent at 20 eV: -0.7728
Uniform-sheath exponent at 20 eV: -0.6344
Depleted-sheath fraction below 10 eV: 0.4415
Gas pressure: 10.0 mTorr
Gas temperature: 300 K
Rough collision cross-section: 1.0e-14 cm^2
Ion-neutral mean free path: 3.11 mm
Collision chance at full width: 0.1404
```
